# Collective and tracer diffusion of hard-core particles hopping on a lattice, part 1

(Sections cited here and not found follow in the second part.)

## Density relaxation and the drift of a marked particle

In a model adsorbed layer with half of its sites filled, simulated on a periodic cell of $12\times12$ sites, a marked particle diffuses at about $7.18\times10^{8}$ Å²/s, while in the same model a density ripple much longer than the lattice spacing flattens with a diffusivity of $1.976\times10^{9}$ Å²/s. Every particle obeys the same hopping rule, yet the first number is only 0.363 of the second. Half of the hops attempted by the marked particle meet an occupied site, which accounts for a factor 0.50 and leaves more than a quarter of the remaining mobility to be explained. There is also the opposite puzzle: the blocking that slows the marked particle does not slow the ripple at all.

The layer is a square lattice of spacing $a$. Each site holds at most one particle. A particle attempts a hop to each of its four neighbours at the rate $\Gamma$, and the attempt succeeds if the target is empty. All sites have the same energy, and apart from the exclusion the particles do not interact. In atomic units, with $\hbar=1$, the rate is taken in the classical activated form

$$\Gamma=\frac{\omega}{2\pi}\,e^{-E/kT},$$

where $\omega$ is the vibrational quantum in the well, $E$ the barrier and $kT$ the thermal energy. The example uses round parameters and stands for no particular material: $\omega=0.02$ eV, $E=0.50$ eV, $kT=0.05$ eV and $a=3$ Å. The attempt frequency $\omega/2\pi$ is then $4.836\times10^{12}$ s⁻¹, and the factor $e^{-10}$ brings the rate down to $\Gamma=2.196\times10^{8}$ s⁻¹. A lone particle has $\langle x^2\rangle=2\Gamma a^2t$, because it hops by $+a$ and by $-a$ along $x$ at the rate $\Gamma$ each. With the convention $\langle x^2\rangle=2Dt$ for one Cartesian direction, its diffusivity is

$$D_0=\Gamma a^2=9\times2.196\times10^{8}\ \text{Å}^2/\text{s}=1.976\times10^{9}\ \text{Å}^2/\text{s},$$

or $1.976\times10^{-7}$ cm²/s.

Let $n_i$ be 1 if site $i$ is occupied and 0 if it is empty. Across the bond from $i$ to a neighbour $j$, particles pass forward at the rate $\Gamma n_i(1-n_j)$ and backward at the rate $\Gamma n_j(1-n_i)$. The net rate is

$$\Gamma\left[n_i(1-n_j)-n_j(1-n_i)\right]=\Gamma(n_i-n_j),$$

since the two products $n_in_j$ cancel. They cancel in each configuration, before any average is taken, so no mean-field assumption enters. Averaging and adding the flows into site $i$ gives

$$\frac{d\langle n_i\rangle}{dt}=\Gamma\sum_{j}\left(\langle n_j\rangle-\langle n_i\rangle\right),$$

with $j$ running over the neighbours of $i$. This is the equation for the occupation probability of one particle on an empty lattice. Exclusion has removed forward hops into filled sites, but it has removed backward hops in equal measure, and the difference is untouched.

The same fact can be seen by letting the contents of every bond be exchanged at the rate $\Gamma$, whatever they are. Exchanging a particle with a vacancy is a permitted hop; exchanging two identical particles changes nothing that the density can register. The contents of each site then perform a free random walk, and the density follows them. A marked particle is different, because exchanging it with another particle would be a visible event, and the model forbids it.

The collective diffusivity $D_c$ is defined by Fick's law, $\partial\theta/\partial t=\nabla\cdot(D_c\nabla\theta)$, for a coverage $\theta$ that varies slowly in space. For a variation along $x$ the two neighbours at $x\pm a$ contribute

$$\Gamma\left[\theta(x+a)+\theta(x-a)-2\theta(x)\right]=\Gamma a^2\frac{\partial^2\theta}{\partial x^2}+O(\Gamma a^4\,\partial_x^4\theta),$$

while the neighbours along $y$ cancel. Hence

$$D_c=\Gamma a^2=D_0$$

at every coverage. The gradient has to be small on the scale of $a$ for Fick's law to apply, but the amplitude of the variation need not be small, because the lattice equation is linear. A wave of wave number $k$ decays at the rate $2\Gamma(1-\cos ka)$ rather than $D_0k^2$; for the longest wave that fits on twelve sites this corresponds to $0.977\,D_0$. One consequence concerns a barrier layer whose two faces are held at mean coverages $\theta_1$ and $\theta_2$, separated by $\ell$ bonds. In the steady state the flow is the same across each bond, so the mean coverage falls linearly, and the flow per row of sites is $\Gamma(\theta_1-\theta_2)/\ell$. It depends on the difference of the coverages and not on their level.

This was tested with the full many-particle master equation on a ring of ten sites. Starting from a compact block of 2, 5 or 8 particles, the mean occupations at $\Gamma t=4$ agree with the one-particle equation, and the decay of the longest wave, divided by its one-particle value, is 1.000000 in all three cases. As a control, a particle with a neighbour behind it was slowed by the factor $e^{-1}$, as for an attraction of $1\,kT$ between neighbours. The forward rate now contains the occupation of a third site, the products no longer cancel, and the ratios become 0.52, 0.31 and 0.30. These are averages over the decay of a compact block, not small-gradient diffusivities, but they show the dependence on particle number returning. Unequal site energies also spoil the cancellation, though the decay need not become slower than the one-particle decay. If the rates across a bond are $\Gamma_{ij}$ and $\Gamma_{ji}$, the net flow is

$$\Gamma_{ij}n_i-\Gamma_{ji}n_j-(\Gamma_{ij}-\Gamma_{ji})\,n_in_j,$$

and the equation for the mean closes only if the last term drops out. Symmetry of the hopping is therefore as necessary to the argument as the absence of interactions.

A constant $D_c$ does not mean that blocking leaves collective motion alone. Consider $P$ particles on a periodic cell of $M$ sites, and let $X$ be the sum of all their displacements along $x$. The rates at which $X$ changes by $+a$ and by $-a$ are

$$w_+=\Gamma\sum_i n_i(1-n_{i+\hat x}),\qquad w_-=\Gamma\sum_i n_{i+\hat x}(1-n_i),$$

where $i+\hat x$ is the neighbour of $i$ in the $+x$ direction. Since $(X\pm a)^2-X^2=\pm2aX+a^2$,

$$\frac{d\langle X^2\rangle}{dt}=\left\langle 2aX(w_+-w_-)+a^2(w_++w_-)\right\rangle.$$

The difference $w_+-w_-=\Gamma\sum_i(n_i-n_{i+\hat x})$ vanishes on a periodic cell, in each configuration. The summed motion thus has no drift that could remember earlier hops, and only the second term survives. In equilibrium all arrangements are equally likely, because each move and its reverse have the same rate. A given site is then occupied with probability $P/M$, and its neighbour is empty, given that, with probability $(M-P)/(M-1)$. Hence

$$\langle w_++w_-\rangle=2\Gamma M\,\frac{P}{M}\,\frac{M-P}{M-1}.$$

With the centre-of-mass diffusivity defined by $\langle X^2\rangle=2PD_Jt$, this gives

$$D_J=D_0\,\frac{M-P}{M-1}\;\longrightarrow\;(1-\theta)D_0$$

for a large cell. Here the blocking factor appears in full.

The link between $D_J$ and $D_c$ is thermodynamic. Apply a weak force $F$ along $x$, so that forward and backward rates become $\Gamma e^{\pm Fa/2kT}$. On a periodic row, the number of occupied sites followed by an empty one equals the number of empty sites followed by an occupied one. The total rates into and out of each configuration therefore remain equal, and the uniform distribution stays stationary. To first order in $F$ the drift speed per particle is

$$a(1-\theta)\,\Gamma\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)=\frac{(1-\theta)\Gamma a^2F}{kT}=\frac{D_JF}{kT}.$$

In a potential $U$ the force is $-\nabla U$, and in equilibrium $\mu+U$ is uniform, where $\mu$ is the chemical potential. The current must vanish there, so near equilibrium it is driven by the gradient of the sum, and a gradient of $\mu$ acts like one of $U$. With $U=0$ the coverage current is

$$-\frac{\theta D_J}{kT}\nabla\mu=-D_J\left(\frac{\theta}{kT}\frac{d\mu}{d\theta}\right)\nabla\theta .$$

There are $\binom{M}{P}$ arrangements of equal energy, so adding one particle changes the free energy by $\mu=-kT\ln[(M-P)/(P+1)]$ apart from a constant. In a large cell this is $kT\ln[\theta/(1-\theta)]$, and the bracket becomes

$$\theta\left(\frac1\theta+\frac1{1-\theta}\right)=\frac{1}{1-\theta}.$$

The product is $D_c=(1-\theta)D_0/(1-\theta)=D_0$. A crowded layer is less mobile, but a given coverage difference drives it harder, and the two effects compensate. Kinetic Monte Carlo on a $12\times12$ cell gives $D_J/D_0=0.504\pm0.010$ at half coverage, against the expected 0.5035. Counting the arrangements on 2000 sites gives a thermodynamic factor of 1.999, against 2.

For the marked particle, or tracer, let the cell hold $N$ other particles. The tracer sees $K=M-1$ other sites, of which $V=K-N$ are vacant. Let $\eta$ denote the arrangement on these $K$ sites, with positions measured from the tracer. It changes in two ways: two neighbouring background sites exchange contents, or the tracer hops and the whole background shifts relative to it. Each transition has a tracer displacement $\Delta x$ equal to $a$, $-a$ or 0, and a reverse transition with the same rate and the opposite displacement. The $\eta$ are therefore equally likely in equilibrium. The mean tracer velocity in a given arrangement is

$$v(\eta)=\Gamma a\left[(1-n_{\hat x})-(1-n_{-\hat x})\right]=\Gamma a\,(n_{-\hat x}-n_{\hat x}).$$

Unlike the drift of all particles together, it does not vanish: a tracer with a particle behind it and a vacancy in front drifts forward.

Let $w$ be the rate of a transition $\eta\to\eta'$, let $\sum$ without an index run over all transitions out of $\eta$, and write $\Delta\phi=\phi(\eta')-\phi(\eta)$ for a function $\phi$ of the surroundings. The mean rate of change of $\phi$ is $L\phi=\sum w\,\Delta\phi$, which defines the operator $L$. Because forward and reverse rates are equal, $L$ is symmetric. For any function $g$, exchanging the names of each transition and its reverse gives

$$\left\langle\sum w\,\Delta x\,g(\eta')\right\rangle=-\langle v\,g\rangle, \tag{1}$$

since $\Delta x$ changes sign. With $g=\phi$, and with $\langle\sum w\,\Delta x\,\phi(\eta)\rangle=\langle v\phi\rangle$, subtraction gives

$$\left\langle\sum w\,\Delta x\,\Delta\phi\right\rangle=-2\langle v\phi\rangle .$$

In the same way $\phi(\eta')^2$ and $\phi(\eta)^2$ have equal averages under the sum, so

$$\left\langle\sum w(\Delta\phi)^2\right\rangle=2\left\langle\sum w\left[\phi(\eta)^2-\phi(\eta)\phi(\eta')\right]\right\rangle=-2\langle\phi L\phi\rangle\ge0 .$$

Now choose $\phi_*$ such that $-L\phi_*=v$. This is possible because the background exchanges connect all arrangements, so that constants are the only functions with $L\phi=0$, and because $\langle v\rangle=0$. The quantity $x+\phi_*(\eta)$ then has the drift $v+L\phi_*=0$, and by the argument used for $X$ its mean square change grows at the constant rate $\langle\sum w(\Delta x+\Delta\phi_*)^2\rangle$. On a finite cell $\phi_*$ is bounded, so $x$ spreads at the same long-time rate. The tracer diffusivity $D_t$ is therefore given by $2D_t=Q[\phi_*]$, where

$$Q[\phi]=\left\langle\sum w(\Delta x+\Delta\phi)^2\right\rangle=2D_0\frac VK-4\langle v\phi\rangle-2\langle\phi L\phi\rangle. \tag{2}$$

The first term is $\langle\sum w(\Delta x)^2\rangle$: two directions, each free with probability $V/K$. Inserting $-L\phi_*=v$ leaves $D_t=D_0V/K-\langle v\phi_*\rangle$. The solution can be written as $\phi_*=\int_0^\infty e^{Lt}v\,dt$, because $L$ times this integral is the end value zero minus the initial value $v$. Since $\langle v\,e^{Lt}v\rangle$ is the correlation of the velocity with itself after a time $t$,

$$D_t=D_0\frac VK-\int_0^\infty\langle v(0)v(t)\rangle\,dt. \tag{3}$$

Expanded in the eigenvectors of $L$, the correlation is a sum of squares times decaying exponentials. It is positive at all times as long as the cell contains both other particles and vacancies. The minus sign comes from equation (1): with $g=e^{Lt}v$, it says that the displacement in a hop, multiplied by the drift a time $t$ later, averages to $-\langle v(0)v(t)\rangle$. A hop leaves a vacancy behind the tracer, and the drift that follows is on average directed backward. This backward correlation is the part of the slowing that the blocking factor $V/K$ omits.

Exclusion leaves the collective diffusivity at $D_0$ at every coverage, while the marked particle is slowed by blocking and, beyond that, by a backward correlation of its motion. It remains to find how large this correlation is and whether it accounts for the factor 0.363 at half coverage.
